\section*{Diffusion on a Chain with Gaussian Random Barriers}

\section{Result and assumptions}

A particle that hops along a chain must cross every barrier in its way. Its long-time diffusivity is therefore set by the average of the inverse hopping rate. For Gaussian barriers this average gives
\begin{equation}
D=D_0\exp\!\left(-\frac{s^2}{2k_B^2T^2}\right),\qquad
D_0=a^2\nu\,e^{-E_0/k_BT}. \label{main}
\end{equation}
Here $a$ is the site spacing, $\nu$ the attempt frequency, $E_0$ the mean barrier and $s$ the standard deviation of the barriers. The reference $D_0$ is the diffusivity of a chain in which every barrier equals $E_0$. Below, $\beta=1/k_BT$ and $\sigma=\beta s$.

\paragraph{Assumptions.} (A1) All sites have the same energy, so the rate over the bond between sites $n$ and $n+1$ is the same in both directions:
\begin{equation}
W_n=\nu e^{-\beta E_n}.
\end{equation}
(A2) The barriers $E_n$ are fixed in time and drawn independently from a Gaussian with mean $E_0$ and standard deviation $s$. (A3) Particles do not interact, and $\nu$, $E_0$ and $s$ do not depend on temperature. (A4) The chain is a ring of $N$ bonds, $W_{n+N}=W_n$. The displacement $x$ counts full turns, so it can grow without limit.

Three averages occur: $\langle\cdot\rangle$ over the random walk, $\overline{f}=N^{-1}\sum_{n=1}^{N}f_n$ over the ring, and $\langle\cdot\rangle_E$ over the barrier distribution.

\paragraph{Theorem.} (i) On any ring with positive rates,
\begin{equation}
D_N\equiv\lim_{t\to\infty}\frac{\langle x^2\rangle}{2t}=\frac{a^2}{\overline{1/W}}. \label{ring}
\end{equation}
(ii) As $N\to\infty$, $D_N$ tends with probability one to the $D$ of Eq.~(\ref{main}).

The long-time limit is taken first and the large-ring limit second. Part (i) does not use the Gaussian. It also shows that the order of the barriers along the ring has no influence on $D_N$.

\section{Three lemmas on the ring}

\paragraph{Lemma 1.} The site probabilities $p_n$ on the ring relax to the uniform values $1/N$.

\emph{Proof.} Gain and loss over the two bonds of site $n$ give
\begin{equation}
\dot p_n=W_n(p_{n+1}-p_n)-W_{n-1}(p_n-p_{n-1}). \label{master}
\end{equation}
The uniform distribution makes both brackets zero, so it is stationary. For any other distribution, multiply by $p_n$, sum, and relabel $n\to n+1$ in the second term:
\begin{align}
\frac12\frac{d}{dt}\sum_n p_n^2
&=\sum_n W_n(p_{n+1}-p_n)p_n-\sum_n W_n(p_{n+1}-p_n)p_{n+1}\nonumber\\
&=-\sum_n W_n(p_{n+1}-p_n)^2 .
\end{align}
The right side is negative unless all $p_n$ are equal. The sum of squares therefore falls until the distribution is uniform. $\square$

The position itself is awkward to follow, because a particle between a high and a low barrier has a mean drift towards the low one. A stretched coordinate removes this drift. Define
\begin{equation}
y_{n+1}-y_n=\frac{aC}{W_n},\qquad C=\frac{1}{\overline{1/W}}, \label{ydef}
\end{equation}
so that slow bonds are drawn long and fast bonds short. Let $Y$ be the change of $y$ since time zero.

\paragraph{Lemma 2.} The mean drift of $Y$ vanishes at every site. For a uniform start, $\langle Y^2\rangle=2a^2Ct$ at all times.

\emph{Proof.} From site $n$ the particle jumps right at rate $W_n$, which changes $y$ by $aC/W_n$, and left at rate $W_{n-1}$, which changes $y$ by $-aC/W_{n-1}$. The drift is
\begin{equation}
W_n\frac{aC}{W_n}-W_{n-1}\frac{aC}{W_{n-1}}=aC-aC=0. \label{drift}
\end{equation}
A jump by $\delta$ changes $Y^2$ by $(Y+\delta)^2-Y^2=2Y\delta+\delta^2$. Weighted with the rates, the terms linear in $\delta$ cancel by Eq.~(\ref{drift}). The quadratic terms remain:
\begin{align}
\frac{d\langle Y^2\rangle}{dt}
&=\left\langle W_n\frac{a^2C^2}{W_n^2}+W_{n-1}\frac{a^2C^2}{W_{n-1}^2}\right\rangle\nonumber\\
&=a^2C^2\left\langle\frac1{W_n}+\frac1{W_{n-1}}\right\rangle. \label{growth}
\end{align}
A uniform start stays uniform by Lemma 1. Each of the two terms then averages to $\overline{1/W}=1/C$, and the right side is $2a^2C$. $\square$

For a start at one given site, the right side of Eq.~(\ref{growth}) tends to $2a^2C$ as the distribution becomes uniform. Hence $\langle Y^2\rangle/2t\to a^2C$ for every start.

\paragraph{Lemma 3.} $x$ and $Y$ have the same long-time diffusivity.

\emph{Proof.} Over one full turn,
\begin{equation}
y_{n+N}-y_n=aC\sum_{m=n}^{n+N-1}\frac1{W_m}=aC\,\frac{N}{C}=aN .
\end{equation}
This equals the change of the true position $an$. The difference $y_n-an$ is therefore periodic in $n$ and bounded on a given ring, say by $B$. Thus $x=Y+r$ with $|r|\le 2B$, and
\begin{equation}
\left|\frac{\langle x^2\rangle-\langle Y^2\rangle}{2t}\right|
=\left|\frac{2\langle Yr\rangle+\langle r^2\rangle}{2t}\right|
\le\frac{4B\sqrt{\langle Y^2\rangle}+4B^2}{2t},
\end{equation}
where the Schwarz inequality gives $\langle|Y|\rangle\le\sqrt{\langle Y^2\rangle}$. Since $\langle Y^2\rangle$ grows as $t$, the bound falls as $t^{-1/2}$. $\square$

\section{Proof of the theorem}

Lemmas 2 and 3 give $D_N=a^2C=a^2/\overline{1/W}$, which is part (i).

For part (ii), the law of large numbers makes $\overline{1/W}$ tend to $\langle1/W\rangle_E$, provided the latter is finite. With $u=E-E_0$,
\begin{equation}
\left\langle\frac1W\right\rangle_E=\frac{e^{\beta E_0}}{\nu}
\int_{-\infty}^{\infty}\frac{du}{\sqrt{2\pi}\,s}\,
\exp\!\left(\beta u-\frac{u^2}{2s^2}\right).
\end{equation}
Completing the square in the exponent,
\begin{equation}
\beta u-\frac{u^2}{2s^2}
=-\frac{(u-\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2}. \label{square}
\end{equation}
The shifted Gaussian integrates to one, so
\begin{equation}
\left\langle\frac1W\right\rangle_E=\frac1\nu e^{\beta E_0+\beta^2s^2/2}, \label{inv}
\end{equation}
and $a^2/\langle1/W\rangle_E$ is Eq.~(\ref{main}). $\square$

\section{Remarks}

\paragraph{Remark 1: short times.} For a uniform start and times so short that a second jump is unlikely, $\langle x^2\rangle=a^2\,\overline{(W_n+W_{n-1})}\,t=2a^2\overline{W}t$. Replacing $\beta u$ by $-\beta u$ in Eq.~(\ref{square}) gives $\langle W\rangle_E=\nu e^{-\beta E_0+\sigma^2/2}$. On a long chain, then,
\begin{equation}
D_{\rm short}=D_0e^{+\sigma^2/2},\qquad \frac{D}{D_{\rm short}}=e^{-\sigma^2}.
\end{equation}
Disorder raises the mean jump rate, because most jumps cross barriers below $E_0$. A uniform start stays uniform, so this rate is $2\overline W$ at all times. Only at short times does every jump add to $\langle x^2\rangle$; later, most jumps go back and forth over the same low barriers, and long-range transport, which must also pass the high barriers, is slowed down. The higher mean rate does not mean that every particle jumps sooner: one that starts between two high barriers waits long.

\paragraph{Remark 2: the barriers that count.} By Eq.~(\ref{square}), the barriers contribute to $\langle1/W\rangle_E$ with a Gaussian weight of width $s$ centred at $E_0+\beta s^2$. The local Arrhenius energy has the same value:
\begin{equation}
E_A=-\frac{d\ln D}{d\beta}
=\frac{d}{d\beta}\left(\beta E_0+\frac{\beta^2s^2}{2}\right)=E_0+\beta s^2. \label{EA}
\end{equation}
The Arrhenius plot is curved, and steeper at low temperature. Its tangent at a given $\beta$ has the prefactor
\begin{equation}
De^{\beta E_A}=a^2\nu\,e^{-\beta E_0-\beta^2s^2/2+\beta E_0+\beta^2s^2}
=a^2\nu\,e^{+\sigma^2/2}.
\end{equation}
In this model a straight-line fit over a narrow range thus overstates both the mean barrier and $a^2\nu$.

\paragraph{Remark 3: other distributions.} Part (i) holds for any positive rates. If $\langle e^{\beta u}\rangle_E$ exists near $\beta=0$, then for $\sigma\ll1$
\begin{equation}
\frac{D}{D_0}=\frac1{\langle e^{\beta u}\rangle_E}
=\frac1{1+\sigma^2/2+\dots}\simeq1-\frac{\sigma^2}{2},
\end{equation}
because $\langle u\rangle_E=0$. The leading reduction depends on the variance alone; the full exponential is special to the Gaussian. A slower tail can destroy diffusion. For the density $w^{-1}e^{-E/w}$ with $E>0$,
\begin{equation}
\langle e^{\beta E}\rangle_E=\int_0^\infty\frac{dE}{w}\,e^{-(1/w-\beta)E}
=\frac1{1-\beta w}\qquad(k_BT>w).
\end{equation}
For $k_BT\le w$ the integral diverges, and $D_N$ tends to zero as the ring grows.

\paragraph{Remark 4: films of finite thickness.} Let a path of $N$ bonds have fixed occupation $p_0$ at one end and zero at the other. In the steady state the particle current $J=W_n(p_n-p_{n+1})$ is the same on every bond. Dividing by $W_n$ and summing, the occupations telescope:
\begin{equation}
J\sum_{n=0}^{N-1}\frac1{W_n}=p_0 .
\end{equation}
The inverse rates add like resistances in series. Fick's law with concentration $p_0/a$ and thickness $Na$ reads $J=D_{\rm film}p_0/(Na^2)$, so $D_{\rm film}=a^2/\overline{1/W}$, as on the ring. The scatter of this mean follows from Eq.~(\ref{inv}). Doubling $\beta$ and squaring the prefactor $1/\nu$ there gives $\langle W^{-2}\rangle_E=\nu^{-2}e^{2\beta E_0+2\sigma^2}$, while $\langle W^{-1}\rangle_E^2=\nu^{-2}e^{2\beta E_0+\sigma^2}$. For $N$ independent bonds the standard deviation of $\overline{1/W}$, relative to its mean, is
\begin{equation}
\Delta_N=\sqrt{\frac{e^{\sigma^2}-1}{N}}. \label{scatter}
\end{equation}
This scatter is small when $N\gg e^{\sigma^2}-1$, a length that grows quickly on cooling.

\paragraph{Remark 5: unequal site energies.} Let site $n$ have energy $\epsilon_n$ and let the saddle between $n$ and $n+1$ lie at $S_n$. The rates out of site $n$ are $\nu e^{\beta(\epsilon_n-S_n)}$ to the right and $\nu e^{\beta(\epsilon_n-S_{n-1})}$ to the left. The stationary distribution is $p_n=e^{-\beta\epsilon_n}/(N\overline{e^{-\beta\epsilon}})$, which balances the flow over each bond. Choose $y_{n+1}-y_n=aC'e^{\beta S_n}$ with $1/C'=\overline{e^{\beta S}}$. The drift again cancels, and for a stationary start
\begin{align}
\frac{d\langle Y^2\rangle}{dt}
&=\sum_n p_n\,\nu e^{\beta\epsilon_n}a^2C'^2\left(e^{\beta S_n}+e^{\beta S_{n-1}}\right)\nonumber\\
&=\frac{\nu a^2C'^2}{\overline{e^{-\beta\epsilon}}}\,\frac{2}{C'} .
\end{align}
As one turn still changes $y$ by $aN$, Lemma 3 applies and
\begin{equation}
D_N=\frac{a^2\nu}{\overline{e^{-\beta\epsilon}}\;\overline{e^{\beta S}}}.
\end{equation}
For Gaussian site energies of mean zero and standard deviation $s_\epsilon$, independent of the saddles, a long chain gains the further factor $e^{-\beta^2s_\epsilon^2/2}$. Deep sites hold the particle back as high saddles do.

\paragraph{Remark 6: more than one dimension.} On a square or cubic lattice a particle can go round a high barrier. The method still works. On a periodic lattice of $M$ sites one seeks a coordinate $y$ that has zero drift at every site and differs from the position along one axis by a periodic function. Each bond $b$ is used in both directions, so the argument of Lemma 2 gives
\begin{equation}
D=\frac1M\sum_b W_b(\Delta y_b)^2 . \label{network}
\end{equation}
The zero-drift condition is a set of linear equations, the same as for currents in a resistor network. In one dimension it forces the same current through every bond, which leads back to Eq.~(\ref{ring}). In higher dimensions the current can divide between bonds, and for independently drawn barriers Eq.~(\ref{main}) no longer holds in general.

\section{Worked example: oxygen in a silica film}

In dry oxidation of silicon, O$_2$ molecules diffuse through the amorphous oxide to the silicon. Take the rough values $E_0=1.10$ eV, $s=0.15$ eV, $a=0.40$ nm, $\nu=10^{12}$ s$^{-1}$ and $1000\,^\circ$C, where $k_BT=0.1097$ eV. Then $\sigma=0.15/0.1097=1.367$ and
\begin{equation}
\frac{D}{D_0}=e^{-(1.367)^2/2}=0.393 .
\end{equation}
The rate at the mean barrier is $4.42\times10^7$ s$^{-1}$. It gives
\begin{align}
D_0&=(4.0\times10^{-8}\,{\rm cm})^2(4.42\times10^7\,{\rm s}^{-1})
=7.1\times10^{-8}\ {\rm cm^2/s},\nonumber\\
D&=0.393\,D_0=2.8\times10^{-8}\ {\rm cm^2/s}=2.8\times10^{6}\ {\rm nm^2/s}.
\end{align}
The apparent energy is $E_A=1.10+0.15^2/0.1097=1.31$ eV, and the tangent prefactor is $2.55$ times $a^2\nu$. With the other parameters held fixed, the reduction factor is $0.27$ at $800\,^\circ$C and $0.50$ at $1200\,^\circ$C; $E_A$ falls from $1.34$ to $1.28$ eV.

\paragraph{Approach to the long-time value.} Equation~(\ref{master}) was solved by diagonalizing the rate matrix of one random ring of 1200 bonds, with a uniform start. For this ring $\overline W=2.49\,W_0$, where $W_0=\nu e^{-\beta E_0}$, and Eq.~(\ref{ring}) gives $D_N=0.365\,D_0$. This lies 7\% below the value for an infinite chain, which is about one standard deviation by Eq.~(\ref{scatter}). The ratio $\langle x^2\rangle/2t$, in units of $D_0$, is $2.49$ at $t=10^{-4}/W_0$, $0.99$ at $1/W_0$, $0.48$ at $100/W_0$ and $0.381$ at $9167/W_0$, which is $0.21$ ms. It starts at the mean rate and falls towards the ring value. Between $4583/W_0$ and $9167/W_0$ the slope of $\langle x^2\rangle/2$ is still 2.6\% above $D_N$.

\paragraph{Thickness.} A film of 20 nm has $N=50$ bonds across it, and Eq.~(\ref{scatter}) gives $\Delta_{50}=0.33$. In 40\,000 randomly drawn paths the middle 68\% of $D_{\rm film}/D$ ran from $0.79$ to $1.39$. The mean was $1.09$. It exceeds one because the average of an inverse is at least the inverse of the average. Many separate paths side by side would carry this mean, so in such a film thickness alone raises the flux by about 9\% relative to Eq.~(\ref{main}).

\paragraph{Tails of the distribution.} A Gaussian allows negative barriers, for which an activated rate has no meaning. Their probability here is $10^{-13}$, and that of a barrier below $3k_BT$ is $10^{-7}$. The upper tail matters more, since the dominant barriers lie $1.37$ standard deviations above the mean. If no barriers occur outside $E_0\pm2s$, numerical integration over the truncated, renormalized Gaussian gives $D/D_0=0.51$ instead of $0.39$, a rise of 30\%.

\paragraph{Tunnelling.} Near a parabolic barrier top whose frequency is taken equal to $\nu$, the transmission is $1/(1+e^{-2\pi v})$, with $v$ the energy above the top divided by $h\nu$. Let $q=h\nu/k_BT$. Averaging with the weight $q\,e^{-qv}$ and subtracting the classical value one gives the relative increase of the rate,
\begin{equation}
2q\int_0^\infty\frac{\sinh(qv)}{1+e^{2\pi v}}\,dv
\simeq2q^2\int_0^\infty\frac{v\,dv}{1+e^{2\pi v}}=\frac{q^2}{24}
\end{equation}
for $q\ll1$. Here it is $6\times10^{-5}$ and can be neglected.

\paragraph{The real oxide.} The spacing, attempt frequency, mean barrier and spread are rough illustrative values, not fitted to measured diffusivities. A real oxide does not confine the molecules to a single path, because its voids are connected in three dimensions. Equation~(\ref{network}) was solved for random networks with the same $\sigma$. The average $D/D_0$ was about $1.0$ for eight square lattices of $40\times40$ sites and about $1.3$ for eight cubic lattices of $12^3$ sites. At equal $E_0$ and $s$ the chain is therefore too slow by a factor of about $3.3$ relative to the cubic lattice, and disorder there raises the diffusivity above $D_0$. This rise depends on the number of neighbours: with four of them, on the square or the diamond lattice, $D$ stays near $D_0$. The shift of the apparent energy in Remark 2 also belongs to the chain. Between $800$ and $1200\,^\circ$C the apparent energy is close to $E_0$ on the square lattice and about $1.05$ eV, below $E_0$, on the cubic one, against $1.31$ eV on the chain. The network of voids in silica is not a cubic lattice, so this number shows the size of the effect and is no prediction. Unequal void energies lower the diffusivity: with $s_\epsilon=0.05$ eV and the saddle energies held fixed, $D$ of the chain falls by a further factor $0.90$. The solubility rises by the inverse factor, so the steady flux through a film whose surface is in equilibrium with the gas does not change; it depends on the saddles alone. The growth rate of an oxide depends also on the solubility of O$_2$ and on the reaction at the silicon surface, which this model does not contain. Under assumptions (A1)--(A3), Eq.~(\ref{main}) describes a barrier layer if transport is confined to separate, straight, unbranched paths, each with many more than $e^{\sigma^2}-1$ bonds. For a branched network the zero-drift equations of Remark 6 should be solved instead.

Numbers in the example were calculated in double precision.
